\section*{Unloading stiffness and the elastic modulus of porous dielectric films, part 1}

(Sections cited here and not found follow in the second part.)

\section{The stiffness of an axisymmetric contact}

Press the flat end of a rigid cylinder of radius $a$ into a deep elastic body with a plane surface. The body is homogeneous and isotropic, with Young modulus $E$ and Poisson ratio $\nu$, and there is no friction. A normal point force $F$ depresses the surface at distance $d$ by $F/(\pi\bar E d)$, where $\bar E=E/(1-\nu^2)$; this law is derived below. The punch must lower every point under it by the same depth $h$. Consider the pressure
\begin{equation}
p(r)=\frac{P}{2\pi a\sqrt{a^2-r^2}},\qquad r<a .
\label{flatp}
\end{equation}
Its total force is $P$, because $\int_0^a r\,dr/\sqrt{a^2-r^2}=a$. To find the displacement at a point $Q$ under the punch, use polar coordinates centred on $Q$. The area element is $|s|\,ds\,d\theta$, where $s$ runs along a whole chord through $Q$ and $\theta$ runs from $0$ to $\pi$. The factor $|s|$ cancels the distance in the point-force law:
\begin{equation}
u(Q)=\frac{1}{\pi\bar E}\int_0^{\pi}d\theta\int_{\rm chord}p\,ds .
\end{equation}
If the chord has half-length $c$ and $s'$ is measured from its midpoint, then $a^2-r^2=c^2-s'^2$. Since $\int_{-c}^{c}ds'/\sqrt{c^2-s'^2}=\pi$ for every $c$, each chord contributes $P/(2a)$, wherever $Q$ lies. Thus
\begin{equation}
h=\frac{1}{\pi\bar E}\,\pi\,\frac{P}{2a}=\frac{P}{2\bar E a},
\qquad \frac{dP}{dh}=2\bar E a .
\label{flat}
\end{equation}
The stiffness is proportional to the radius, not to the area, because a wider contact also strains the body to a greater depth.

A cone or a sphere has a contact radius that grows with load, and its pressure differs from (\ref{flatp}). Its tangent stiffness nevertheless has the same form. To show this, let the indenter be elastic too, with constants $E_i,\nu_i$, and define the reduced modulus by
\begin{equation}
\frac1{E_r}=\frac{1-\nu^2}{E}+\frac{1-\nu_i^2}{E_i}.
\label{er}
\end{equation}
The statement to be proved is
\begin{equation}
S\equiv\frac{dP}{dh}=2E_r a=2E_r\sqrt{\frac A\pi},
\qquad A=\pi a^2 .
\label{law}
\end{equation}
Here $h$ is the approach of distant points of the two bodies after first touch, and $A$ is the projected contact area under load. The assumptions are linear elasticity, small slopes, no friction or adhesion, and a single circular contact. Each body responds as a half-space.

Start with one half-space, $z>0$, and take displacement into it as positive. A compressive surface pressure $p$ means $\sigma_{zz}=-p$. Any axisymmetric pressure can be built from Bessel functions $J_0(kr)$, so consider $p=p_0J_0(kr)$ and seek
\begin{equation}
u_r=U(z)J_1(kr),\qquad u_z=W(z)J_0(kr).
\end{equation}
The dilatation is $(kU+W')J_0$, because $r^{-1}d(rJ_1(kr))/dr=kJ_0(kr)$. The equilibrium equations $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$ become
\begin{align}
(1-2\nu)(U''-k^2U)-k(kU+W')&=0,\\
(1-2\nu)(W''-k^2W)+(kU+W')'&=0 .
\end{align}
Try the decaying forms $U=(\alpha+\beta kz)e^{-kz}$ and $W=(\gamma+\delta kz)e^{-kz}$. Then $U''-k^2U=-2\beta k^2e^{-kz}$ and $W''-k^2W=-2\delta k^2e^{-kz}$, while
\begin{equation}
kU+W'=k\left[\alpha-\gamma+\delta+(\beta-\delta)kz\right]e^{-kz}.
\end{equation}
The term in $z$ in the first equation requires $\delta=\beta$. Its constant term then gives
\begin{equation}
\alpha-\gamma+\beta=-2(1-2\nu)\beta,
\qquad \gamma=\alpha+(3-4\nu)\beta ,
\label{modes}
\end{equation}
and the second equation gives the same condition.

The surface shear stress is proportional to $U'-kW$, with shear modulus $G=E/[2(1+\nu)]$ as the factor. Setting it to zero at $z=0$ gives $\beta-\alpha-\gamma=0$. With (\ref{modes}), this yields $\alpha=-(1-2\nu)\beta$ and $\gamma=2(1-\nu)\beta$. The normal stress amplitude at the surface is
\begin{align}
2G\left[\frac{\nu}{1-2\nu}(kU+W')+W'\right]_{z=0}
&=2Gk\beta\left[-2\nu-(1-2\nu)\right]\nonumber\\
&=-2Gk\beta .
\end{align}
It must equal $-p_0$, so $\beta=p_0/(2Gk)$. The surface displacements are therefore
\begin{align}
u_z&=\frac{(1-\nu)p_0}{Gk}J_0(kr)=\frac{2p_0}{\bar E k}J_0(kr),\label{comp}\\
u_r&=-\frac{(1-2\nu)p_0}{2Gk}J_1(kr).\label{radialmode}
\end{align}
A point force has the Hankel form $p=(F/2\pi)\int_0^\infty kJ_0(kr)\,dk$. Equation (\ref{comp}) and $\int_0^\infty J_0(kr)\,dk=1/r$ give $u_z=F/(\pi\bar E r)$, which is the law used at the start.

The two bodies carry equal and opposite pressures. Their normal surface displacements, each measured into its own body, add. Their compliances in (\ref{comp}) therefore add as well, and $1/\bar E$ is replaced by $1/E_r$. Treating the indenter as a half-space is an approximation for its finite, tapered tip; for a very stiff indenter its whole contribution is small.

Let $f(r)$ be the gap between the surfaces at first touch, with $f(0)=0$. Inside the contact the summed displacement must close the gap, so $u=h-f$. Outside, the pressure is zero. Write
\begin{align}
u(r)&=\int_0^\infty B(k)J_0(kr)\,dk,\nonumber\\
p(r)&=\frac{E_r}{2}\int_0^\infty kB(k)J_0(kr)\,dk .
\label{hankel}
\end{align}
The factor $E_rk/2$ is the inverse of the compliance. The unknown $B$ has to meet one condition for $r<a$ and another for $r>a$.

Both can be handled with two integrals. For $\operatorname{Re}s>0$, the representation $J_0(kr)=\pi^{-1}\int_0^\pi e^{ikr\cos\theta}d\theta$ gives
\begin{align}
\int_0^\infty e^{-sk}J_0(kr)\,dk
&=\frac1\pi\int_0^\pi\frac{d\theta}{s-ir\cos\theta}\nonumber\\
&=\frac1{\sqrt{s^2+r^2}} .
\end{align}
Put $s=\epsilon-it$ with $t>0$ and let $\epsilon$ tend to zero from above. For $r>t$ the root is real. For $r<t$ the branch with positive real part tends to $-i\sqrt{t^2-r^2}$, whose reciprocal is $i/\sqrt{t^2-r^2}$. Real and imaginary parts give
\begin{align}
\int_0^\infty\cos(kt)J_0(kr)\,dk&=
\begin{cases}(r^2-t^2)^{-1/2},&r>t,\\0,&r<t,\end{cases}\\
\int_0^\infty\sin(kt)J_0(kr)\,dk&=
\begin{cases}0,&r>t,\\(t^2-r^2)^{-1/2},&r<t.\end{cases}
\end{align}

Now take
\begin{equation}
B(k)=\int_0^a\chi(t)\cos(kt)\,dt .
\label{B}
\end{equation}
Integration by parts gives $kB=\chi(a)\sin ka-\int_0^a\chi'(t)\sin kt\,dt$. The sine integral makes the pressure vanish for $r>a$, as required, and gives for $r<a$
\begin{equation}
p(r)=\frac{E_r}{2}\left[\frac{\chi(a)}{\sqrt{a^2-r^2}}
-\int_r^a\frac{\chi'(t)\,dt}{\sqrt{t^2-r^2}}\right].
\label{pressure}
\end{equation}
The cosine integral turns the inner condition into
\begin{equation}
\int_0^r\frac{\chi(t)\,dt}{\sqrt{r^2-t^2}}=h-f(r),\qquad r<a .
\label{abel}
\end{equation}

To invert this equation, multiply by $r/\sqrt{\tau^2-r^2}$ and integrate from $r=0$ to $\tau$. After the order of integration is exchanged, the inner integral on the left is
\begin{equation}
\int_t^\tau\frac{r\,dr}{\sqrt{(\tau^2-r^2)(r^2-t^2)}}=\frac\pi2,
\end{equation}
as the substitution $r^2=t^2+(\tau^2-t^2)\sin^2\varphi$ shows. On the right, integrate the term in $f$ by parts, using $f(0)=0$. Hence
\begin{equation}
\frac\pi2\int_0^\tau\chi(t)\,dt
=h\tau-\int_0^\tau\sqrt{\tau^2-r^2}\,f'(r)\,dr .
\end{equation}
Differentiation with respect to $\tau$ gives
\begin{equation}
\chi(t)=\frac2\pi[h-g(t)],\quad
g(t)=t\int_0^t\frac{f'(r)\,dr}{\sqrt{t^2-r^2}} .
\label{chi}
\end{equation}
No second solution of finite energy exists for the same $a$ and $h$. The difference of two solutions would have zero displacement inside and zero pressure outside. Its work integral $\int_0^\infty rpu\,dr=(E_r/2)\int_0^\infty B^2dk$ would vanish, and so would its $B$.

The load follows from (\ref{pressure}). The first term contributes $a\chi(a)$ to $\int rp\,dr$, apart from the factor $E_r/2$. In the second, exchanging the integrals gives $\int_0^a t\chi'(t)dt=a\chi(a)-\int_0^a\chi\,dt$. The edge terms cancel:
\begin{align}
P&=2\pi\int_0^a rp\,dr=\pi E_r\int_0^a\chi(t)\,dt\nonumber\\
&=2E_r\left[ha-\int_0^a g(t)\,dt\right].
\label{load}
\end{align}

For a smooth indenter the radius is not prescribed; it follows from the state of the edge. If $h<g(a)$, then $\chi(a)<0$ and (\ref{pressure}) contains an infinite tension, which a contact without adhesion cannot carry. If $h>g(a)$, the surfaces overlap just outside the edge. To see this, extend $\chi$ beyond $a$ by (\ref{chi}), so that (\ref{abel}) represents $h-f$ there too. Subtracting it from the actual displacement $u=\int_0^a\chi\,dt/\sqrt{r^2-t^2}$ gives the separation
\begin{equation}
u-h+f=\frac2\pi\int_a^r\frac{g(t)-h}{\sqrt{r^2-t^2}}\,dt,
\qquad r>a ,
\end{equation}
which would be negative near the edge. Therefore
\begin{equation}
h=g(a).
\label{edge}
\end{equation}
If $g$ increases with $t$, the outer separation is positive and the inner pressure, $(E_r/\pi)\int_r^a g'(t)dt/\sqrt{t^2-r^2}$, is compressive. The assumed single contact is then consistent.

Differentiate (\ref{load}), allowing $a$ to change:
\begin{equation}
\frac{dP}{dh}=2E_ra+2E_r[h-g(a)]\frac{da}{dh}.
\label{derivative}
\end{equation}
For a smooth indenter the bracket vanishes by (\ref{edge}). For a flat punch $da/dh=0$. Both cases give (\ref{law}). The growth of the contact does not enter the tangent stiffness because a newly formed outer ring starts with no pressure. The shape still fixes which radius belongs to a given depth. With adhesion the edge can carry tension, so the last term of (\ref{derivative}) need not vanish.

Two shapes show how this works. A paraboloid $f=r^2/(2R)$ has $g=t^2/R$, so $h=a^2/R$ and $P=4E_ra^3/(3R)$. Eliminating $a$ gives $P=\frac43E_r\sqrt R\,h^{3/2}$, whose slope is $2E_r\sqrt{Rh}=2E_ra$. A cone $f=br$ has $g=\pi bt/2$, so $h=\pi ba/2$ and $P=\pi E_rba^2/2=2E_rh^2/(\pi b)$. Its slope is $4E_rh/(\pi b)=2E_ra$.

A numerical contact calculation tests the law without using the Abel inversion. It divides a disk of unit radius into 400 rings of uniform pressure, requires the gap to close wherever the pressure is positive, and removes rings under tension. The gaps were $0.1r$, $0.1r^2$, $0.1r^4$ and $0.03r+0.04r^2+0.05r^6$, with depths chosen so that the formula predicts $a=0.8$. The stiffness was found from loads at depths 3\% above and below. Its ratio to $2E_ra$, with $a$ read from the outermost loaded ring, was 1.0000, 1.0000, 0.9999 and 0.9999. A flat punch gave 0.9996. The radius $0.8$ coincides with a ring boundary. For a radius between boundaries, reading $a$ from the outermost ring shifts the ratio by up to about 0.2\%, since the ring width is 0.3\% of $a$.

For a single circular contact without friction or adhesion, the tangent stiffness is $dP/dh=2E_ra$, both for a flat punch and for a smooth axisymmetric indenter. What remains is to use this law to obtain a film's modulus from an unloading curve, and to estimate the effects that the half-space model leaves out.
